# Magnesium acceptors and self-trapped holes in beta gallium oxide

**Q:** I plan to implant magnesium into beta gallium oxide. Magnesium has one valence electron fewer than gallium, so each Mg on a Ga site should supply a hole. With \(10^{19}\) cm\(^{-3}\) of Mg in a 200 nm layer, a dose of \(2\times10^{14}\) cm\(^{-2}\), and a good anneal, I expect a useful p-type layer. Even if the hole mobility is only 10 cm²/Vs, the layer should conduct well.

**A:** Let us see what you are assuming. Suppose \(10^{18}\) cm\(^{-3}\) of donors survive the anneal. If every remaining acceptor releases a hole into the valence band, then

\[
\sigma=e(N_A-N_D)\mu_f=(1.60\times10^{-19})(9\times10^{18})(10)\approx 14\ \text{S/cm}.
\]

The sheet resistance \(1/(\sigma t)\) is then about 3500 ohm/sq, which would indeed be useful. But counting valence electrons shows only that Mg is an acceptor. It does not show that the hole leaves the acceptor, or that a released hole moves as a band particle.

**Q:** Take the second point first. Why would a hole in a perfect crystal not move as a band particle?

**A:** Because the lattice can relax around it. I use a simple-cubic model with site spacing \(a\), hole hopping energy \(J>0\), and one lattice displacement \(x_i\) per site, with stiffness \(\kappa\) and coupling \(A\). The lattice is classical, and holes are dilute enough not to interact. For real hole amplitudes \(\psi_i\),

\[
E=-J\sum_{i,j\,\rm neigh.}\psi_i\psi_j-A\sum_i x_i\psi_i^2+\frac{\kappa}{2}\sum_i x_i^2 .
\]

The first sum counts each bond twice. Setting \(\partial E/\partial x_i=0\) gives \(x_i=A\psi_i^2/\kappa\). Substitution gives

\[
E=-J\sum_{i,j}\psi_i\psi_j-E_p\sum_i\psi_i^4,\qquad E_p=\frac{A^2}{2\kappa}.
\]

A hole spread over \(N\) sites has \(\psi_i=N^{-1/2}\), hence \(E=-6J-E_p/N\to-6J\). For a localized hole, let the six neighbours of the central site have amplitude \(c\). Normalization gives \(\psi_0^2=1-6c^2\), so to second order in the small quantities \(c\) and \(J/E_p\)

\[
E=-12Jc-E_p(1-12c^2).
\]

The minimum is at \(c=J/(2E_p)\), where \(E=-E_p-3J^2/E_p\). The energy gained by self-trapping is therefore

\[
E_{ST}=-6J-E=E_p+\frac{3J^2}{E_p}-6J .
\]

Lattice relaxation favours one site, while band motion favours spreading. With the rough values \(E_p=1.0\) eV and \(J=0.09\) eV,

\[
E_{ST}=1+0.0243-0.54=0.484\ \text{eV}.
\]

Minimizing the full energy on a periodic lattice of \(6^3\) sites gives 0.485 eV. Self-trapping is not inevitable: with \(J=0.20\) eV the formula gives \(-0.08\) eV, and the band state wins. The flat valence band is what makes trapping possible here.

**Q:** A self-trapped hole can still hop. How slow is that?

**A:** Consider two neighbouring sites. The lower electronic eigenvalue plus elastic energy is

\[
\frac{\kappa}{4}(s^2+d^2)-\frac{As}{2}-\sqrt{\left(\frac{Ad}{2}\right)^2+J^2},
\]

where \(s=x_1+x_2\) and \(d=x_1-x_2\). Minimizing over \(s\) adds only a constant. With \(q=Ad/2\), the elastic term in \(d\) is \(\kappa q^2/A^2=q^2/(2E_p)\), so

\[
U(q)=\frac{q^2}{2E_p}-\sqrt{q^2+J^2}.
\]

Away from \(q=0\), \(U'=0\) requires \(\sqrt{q^2+J^2}=E_p\). There \(U=-(E_p^2+J^2)/(2E_p)\), while at the crossing \(U(0)=-J\). The barrier is

\[
E_h=U(0)-U_{\min}=\frac{(E_p-J)^2}{2E_p}=0.414\ \text{eV}.
\]

Let \(M\) be the inertia of \(q\). Assume that the hole stays in the lower electronic state, and that after crossing it gives its excess energy to other vibrations before it can swing back. Each crossing is then a completed hop, and the hopping rate is the thermal flux across \(q=0\) in one direction, per hole in one well:

\[
\Gamma=\sqrt{\frac{k_BT}{2\pi M}}\;
\frac{e^{-U(0)/k_BT}}{\int_{\rm well}e^{-U/k_BT}dq}.
\]

Near the minimum the curvature is \(1/E_p\), apart from a relative correction \(J^2/E_p^2\). The integral is then \(\sqrt{2\pi k_BTE_p}\,e^{-U_{\min}/k_BT}\), and

\[
\Gamma=\nu e^{-E_h/k_BT},\qquad \nu=\frac{1}{2\pi\sqrt{ME_p}} .
\]

A weak field \(F\) along an axis lowers the forward barrier and raises the backward one by about \(eFa/2\) each, so the rates become \(\Gamma e^{\pm eFa/2k_BT}\). Their ratio is \(e^{eFa/k_BT}\), as detailed balance requires. The drift velocity is \(2a\Gamma\sinh(eFa/2k_BT)\), which for small \(F\) equals \(ea^2\Gamma F/k_BT\). Thus

\[
\mu_p=\frac{ea^2\Gamma}{k_BT}.
\]

At 300 K, \(k_BT=0.02585\) eV. With \(a=0.30\) nm and \(\nu=1.5\times10^{13}\) s\(^{-1}\),

\[
\mu_p=\frac{(9\times10^{-16})(1.5\times10^{13})}{0.02585}e^{-16.02}
\approx5.8\times10^{-8}\ \text{cm}^2/\text{Vs}.
\]

**Q:** But some holes must be thermally excited back into the band. Perhaps those carry the current.

**A:** We can count them. Near its edge the hole band has excitation energy \(2J\sum_\alpha(1-\cos k_\alpha a)\approx Ja^2k^2\), so \(m^*=\hbar^2/(2Ja^2)\), here 4.7 electron masses. Including spin,

\[
N_v=2\int\!\frac{d^3k}{(2\pi)^3}e^{-Ja^2k^2/k_BT}
=\frac{2}{a^3}\left(\frac{k_BT}{4\pi J}\right)^{3/2}.
\]

This is \(2.6\times10^{20}\) cm\(^{-3}\). The full cosine band gives \(2.7\times10^{20}\) cm\(^{-3}\), 6% more, so the compensated free-hole density quoted below is about 6% low and the trapped-to-free ratio about 6% high. Measure the Fermi energy \(E_F\) upward from the valence edge. Free and trapped hole densities are

\[
p_f=N_ve^{-E_F/k_BT},\qquad
p_s=\frac{2}{a^3}e^{(E_{ST}-E_F)/k_BT},
\]

and their ratio does not depend on \(E_F\):

\[
K=\frac{p_s}{p_f}=\left(\frac{4\pi J}{k_BT}\right)^{3/2}e^{E_{ST}/k_BT}
\approx4.0\times10^{10}.
\]

A free hole is taken to be \(10/(5.8\times10^{-8})\approx1.7\times10^8\) times more mobile, but it is \(4\times10^{10}\) times rarer. With this count, hopping carries most of the current. The count uses the band of an undistorted lattice. At 300 K thermal displacements scatter the site energies by about \(\sqrt{2E_pk_BT}=0.23\) eV, more than \(J\), so the ratio of the two currents belongs to this rigid-band model and is not a prediction for the crystal.

**Q:** Then self-trapping removes almost all my free holes, and that is the whole explanation?

**A:** No. We have not yet asked how many holes leave the Mg, and that changes the role of self-trapping. Let the acceptor level lie at \(E_A=1.2\) eV above the valence edge. A neutral acceptor has a bound hole with \(g=2\) spin states, so

\[
\frac{N_A^0}{N_A^-}=g\,e^{(E_A-E_F)/k_BT}.
\]

Multiplying \(p_f\) by the inverse ratio removes \(E_F\):

\[
p_f\frac{N_A^-}{N_A^0}=n_1,\qquad
n_1=\frac{N_v}{g}e^{-E_A/k_BT}\approx0.89\ \text{cm}^{-3}.
\]

Let \(p=p_f+p_s=(1+K)p_f\). All donors are ionized and electrons are negligible, so neutrality gives \(N_A^-=N_D+p\) and \(N_A^0=N_A-N_D-p\). Hence

\[
p(N_D+p)=C(N_A-N_D-p),\qquad C=(1+K)n_1 .
\]

There are two limits. If \(p\ll N_D\) and \(p\ll N_A-N_D\),

\[
p=C\frac{N_A-N_D}{N_D},\qquad
p_f=\frac{p}{1+K}=n_1\frac{N_A-N_D}{N_D}.
\]

The factor \(K\) has cancelled from \(p_f\). The donors fix the ratio of charged to neutral acceptors, which fixes \(E_F\) and therefore the free density. Trapped holes are added to this density, not subtracted from it. For your layer \(p_f\approx0.89\times9\approx8\) cm\(^{-3}\) and \(p\approx3.2\times10^{11}\) cm\(^{-3}\), far below \(N_D\), as assumed.

If there are no donors and \(p\ll N_A\),

\[
p=\sqrt{(1+K)n_1N_A},\qquad p_f=\sqrt{\frac{n_1N_A}{1+K}} .
\]

Now self-trapping reduces the free density by \(\sqrt{1+K}\), while raising the total by the same factor. The total is \(5.9\times10^{14}\) cm\(^{-3}\), still a tiny fraction of the Mg density.

**Q:** So which cause is to blame, the deep level or the self-trapping?

**A:** Either is enough in this model. Here are the conductivities at 300 K with \(10^{18}\) cm\(^{-3}\) donors. "Ideal" means that every uncompensated acceptor is ionized by assumption.

| Acceptor | Trapping off (S/cm) | Trapping on (S/cm) |
|---|---:|---:|
| Ideal | 14 | \(8.4\times10^{-8}\) |
| Deep | \(1.3\times10^{-17}\) | \(2.9\times10^{-15}\) |

The entries follow from \(\sigma=e(p_f\mu_f+p_s\mu_p)\), with \(\mu_f=10\) cm²/Vs. For the deep acceptor with trapping, the hopping part is

\[
(1.60\times10^{-19})(3.16\times10^{11})(5.78\times10^{-8})
\approx2.9\times10^{-15}\ \text{S/cm}.
\]

The lower row may be surprising: in this rigid-band count, trapping raises the conductivity by a factor of about 230. The free part is unchanged and a larger hopping part is added. Without donors the order reverses: the deep acceptor gives \(4.8\times10^{-9}\) S/cm with trapping off and \(5.5\times10^{-12}\) S/cm with it on.

These comparisons hold \(E_A\) fixed, so they are bookkeeping, not descriptions of two possible crystals. A hole on Mg is itself a polaron bound to a negative acceptor. Its depth can be divided as

\[
E_A=E_{ST}+E_b,\qquad E_b=1.20-0.484=0.716\ \text{eV}.
\]

For a Mg–hole distance of 0.20 nm and dielectric constant 10, the Coulomb estimate in Gaussian units is \(e^2/(\epsilon r)=0.72\) eV. Bulk screening is not reliable at such a short distance, so this supports the scale, not the second digit. Removing the lattice relaxation in reality would also change \(E_A\).

**Q:** Could a better anneal, or a hotter device, rescue the layer?

**A:** An anneal that removed every donor would raise the result from \(2.9\times10^{-15}\) to \(5.5\times10^{-12}\) S/cm. That is a large ratio, but no useful layer.

For temperature, note that \(C\approx n_1K=(2/ga^3)e^{-E_b/k_BT}\) when \(K\gg1\). In the compensated limit \(p\) therefore has activation energy \(E_b\). The mobility contributes \(E_h\) and a factor \(1/T\), so \(\sigma T\) has activation energy

\[
E_b+E_h=0.716+0.414=1.13\ \text{eV}.
\]

At 600 K \(p\) has grown to a quarter of \(N_D\), so the compensated limit no longer holds and the local slope has fallen to about 1.02 eV. With the full neutrality equation the model gives \(3.8\times10^{-6}\) S/cm, much more than at 300 K but still far below 14 S/cm.

**Q:** You have treated the lattice classically. Surely it can tunnel?

**A:** It can, and this helps the hole. Each of the two site oscillators is displaced with relaxation energy \(E_p\), so their combined displacement corresponds to \(S=2E_p/(h\nu)\) quanta. Represent it by one mode with operators \(b,b^\dagger\), Hamiltonian \(H=h\nu\, b^\dagger b\), and displacement \(D=e^{\sqrt S(b^\dagger-b)}\). Take the thermal overlap with half the inverse temperature spent in each well:

\[
\left\langle e^{H/2k_BT}De^{-H/2k_BT}D^\dagger\right\rangle .
\]

Put \(y=h\nu/(2k_BT)\) and \(n=1/(e^{2y}-1)\). The two exponents are \(X=\sqrt S(b^\dagger e^y-be^{-y})\) and \(Y=-\sqrt S(b^\dagger-b)\). Both are linear in \(b,b^\dagger\), so the Gaussian average is \(\exp[\langle X^2+2XY+Y^2\rangle/2]\). Here \(\langle X^2\rangle=\langle Y^2\rangle=-S(2n+1)=-S\coth y\), and \(\langle XY\rangle=S[ne^y+(n+1)e^{-y}]=S/\sinh y\). The overlap is

\[
e^{-S(\coth y-1/\sinh y)}=e^{-S\tanh(y/2)} .
\]

For small \(y\) the exponent becomes \(-Sy/2=-E_p/(2k_BT)\), the classical barrier factor for small \(J\). Using the ratio of quantum to classical factors as an estimate of the tunnelling gain gives 7.6 at 300 K. The lattice calculation also lowers the barrier from 0.414 to 0.393 eV by including outer neighbours, a rate factor of 2.3 from the barrier alone; the changed vibration frequencies at the well and the saddle raise it to about 2.5. Neither changes the conclusion.

**Q:** Then let the holes skip the valence band and hop directly from one Mg to another.

**A:** For randomly placed Mg, the chance of finding no neighbour within \(r\) is \(e^{-4\pi N_Ar^3/3}\). Integrating this over \(r\) gives the mean nearest distance, \(R=\Gamma(4/3)\,(3/4\pi N_A)^{1/3}=2.57\) nm, where \(\Gamma(4/3)=0.893\) is the gamma function, not the hopping rate. When two distant traps are in resonance, each has \(x=A/(2\kappa)\) and site energy \(-Ax=-E_p\). If we neglect the small further lowering of the hole's energy by hopping, the amplitude between them decays along an axis as \(e^{-\lambda r/a}\), where \(-E_p=-2J\cosh\lambda-4J\). This gives \(\cosh\lambda=3.56\) and \(\lambda=1.94\).

The rate contains the squared amplitude, and the mobility contains the squared jump length. There are about \(N_D\) empty acceptors to hop into. Granting these jumps the same attempt frequency and barrier as a polaron, their conduction relative to polaron conduction is roughly

\[
\frac{N_D}{p_s}\left(\frac Ra\right)^2e^{-2\lambda R/a}\approx8\times10^{-7}.
\]

This is an estimate at the mean nearest distance, not a percolation calculation. Deeper binding by Mg would make the decay faster.

**Q:** A power device has strong fields. Would 1 MV/cm pull the holes off?

**A:** It makes release easier. Along the field, the hole's potential energy is \(-e^2/(\epsilon r)-eFr\). Its maximum is at \(r=\sqrt{e/(\epsilon F)}\) and lies \(2\sqrt{e^3F/\epsilon}=0.24\) eV below the zero-field release level. The release rate can then rise by a factor of up to about \(1.1\times10^4\) in this Coulomb model. Even if that whole factor were applied to the conductivity, \(2.9\times10^{-15}\) would become only about \(3\times10^{-11}\) S/cm. This holds for moderate fields only. The lowering grows as \(\sqrt F\): at 4 MV/cm it is 0.48 eV and the same estimate gives \(3\times10^{-7}\) S/cm. At 8 MV/cm, of the order of the breakdown field quoted for this material, it is 0.68 eV, nearly all of \(E_b\), and the maximum lies only 0.42 nm from the Mg. There the continuum estimate fails and the holes cannot be assumed to stay bound.

**Q:** Your parameters are rough. What if they are all unkind to me?

**A:** Put the acceptor at 1.0 eV instead of 1.2 eV, lower the hopping barrier to 0.2 eV, remove all donors, and still grant the tunnelling factor of 7.6. Hold \(E_{ST}\) and the other parameters fixed. The result is \(7.9\times10^{-6}\) S/cm, more than a million times below your expectation. This is a deliberately favourable case, not a strict upper bound. Raising \(E_{ST}\) to 0.6 eV at the same acceptor level weakens the binding to Mg and gives \(7\times10^{-5}\) S/cm. The margin also relies on the deep level: with ideal acceptors and no donors, the same soft barrier and tunnelling factor give \(2.8\times10^{-3}\) S/cm, only about 5000 times below your expectation.

Now set the model beside the real material. A Mg level more than 1 eV above the valence edge, a self-trapping energy near 0.5 eV and a heavy hole mass are the right rough regime for beta gallium oxide. The real crystal is monoclinic, with several inequivalent oxygen sites, direction-dependent hopping and a hole mass that is very heavy along some directions but much lighter along another, so the cubic model should be trusted for orders of magnitude at best. An implanted layer also breaks the assumption that all Mg sits on Ga sites. Interstitial Mg and residual damage can act as donors; the change from \(10^{18}\) cm\(^{-3}\) donors to none moved the conductivity by a factor of about 1900. The calculated sheet resistance, \(1.7\times10^{19}\) ohm/sq, describes hole conduction alone. Leakage through defects or surfaces could easily exceed it, so it does not predict a meter reading.

**Q:** Then is the implant useless?

**A:** Not for blocking electrons. In the compensated layer \(N_A^0/N_A^-=9\), so

\[
E_F=E_A-k_BT\ln(9/2)=1.16\ \text{eV}
\]

above the valence edge, far from the conduction band in a gap of roughly 4.8 eV. Mg can capture electrons from donors, and between n-type regions its negative charge raises a barrier to electrons. That needs acceptors that accept electrons; it does not need mobile holes. If the Mg stays in place during the anneal and still outnumbers the donors, your implant can make an insulating or current-blocking layer, but you should not design it as a p-type conductor. The numerical output below lists the main values used here. Its "real case" means the model's deep acceptor with trapping and donors, and its "impurity/polaron conduction bound" is the rough estimate made above, not a strict bound.

## Computed results

```
Temperature: 300 K
Thermal energy: 0.02585 eV
Relaxation energy Ep: 1 eV
Hopping energy J: 0.09 eV
Site spacing: 0.3 nm
Acceptor level: 1.2 eV
Mg density: 1e+19 cm^-3
Donor density: 1e+18 cm^-3
Layer thickness: 200 nm
Mg dose in layer: 2e+14 cm^-2
Attempt frequency: 1.5e+13 s^-1
Assumed free-hole mobility: 10 cm2/Vs
Self-trapping energy, formula: 0.4843 eV
Self-trapping energy, lattice: 0.4846 eV
Hopping barrier, two sites: 0.4141 eV
Hopping barrier, lattice: 0.393 eV
Binding of polaron to Mg: 0.7157 eV
Coulomb binding estimate: 0.72 eV
Dielectric constant: 10
Mg-hole distance in estimate: 0.2 nm
Band mass: 4.704 electron masses
Band density Nv: 2.56e+20 cm^-3
Trapped/free ratio K: 3.957e+10
Polaron mobility: 5.782e-08 cm2/Vs
Fermi level above valence edge: 1.161 eV
Total holes, compensated: 3.16e+11 cm^-3
Free holes, compensated: 7.986 cm^-3
Total holes, no donors: 5.925e+14 cm^-3
Free holes, no donors: 1.498e+04 cm^-3
Free holes, no donors or trapping: 2.979e+09 cm^-3
Free ratio on/off, compensated: 1
Free ratio on/off, no donors: 5.176e-06
Sigma deep + trapping: 2.94e-15 S/cm
Sigma deep, trapping off: 1.279e-17 S/cm
Sigma ideal + trapping: 8.374e-08 S/cm
Sigma ideal, trapping off: 14.42 S/cm
Sigma deep + trapping, no donors: 5.513e-12 S/cm
Sigma deep, no donors or trapping: 4.773e-09 S/cm
Sheet resistance, real case: 1.701e+19 ohm/sq
Sheet resistance, ideal case: 3468 ohm/sq
Activation energy of sigma*T: 1.13 eV
Sigma deep + trapping at 600 K: 3.845e-06 S/cm
Lattice-barrier rate factor: 2.262
Quantum hopping gain: 7.604
Adiabatic crossing probability: 0.8694
Mean nearest Mg distance: 2.571 nm
Impurity/polaron conduction bound: 8.213e-07
Ideal holes / Nv: 0.03516
Field for barrier estimate: 1 MV/cm
Field lowering of barrier: 0.24 eV
Largest field release factor: 1.076e+04
Favourable acceptor level: 1 eV
Favourable hopping barrier: 0.2 eV
Sigma in favourable case: 7.866e-06 S/cm
```
